# In-plane Rayleigh wave at the free edge of an elastic sheet

**Question**

I am modelling a suspended monolayer as an isotropic elastic sheet with \(C_{11}=130\) N/m and \(C_{12}=33\) N/m. It has one long straight edge with nothing attached, and I want the speed of the in-plane wave that runs along this edge, relative to the transverse speed of the sheet.

I took the Rayleigh formula for the surface of a solid, inserted the Poisson ratio \(C_{12}/C_{11}=0.254\), and got 0.920. When I impose the edge conditions myself I get a different number, and my squared equation has three positive roots. Which formula and which root are right? And how far should I trust the answer for a real flake of something like MoS₂ at a wavelength of 100 nm?

**Answer**

Your edge conditions are the right road. The solid formula fails because its Poisson ratio means something else, as shown below. The root can be selected without guessing.

**Setting up**

Let the sheet fill \(y>0\), with its edge at \(y=0\). I assume a flat, homogeneous sheet and linear elasticity. Reflection through the plane of the sheet reverses out-of-plane displacements and leaves in-plane ones alone, so the two do not mix at linear order. The in-plane stresses, as forces per length, are

\[
\sigma_{xx}=C_{11}\partial_xu_x+C_{12}\partial_yu_y,\quad
\sigma_{yy}=C_{12}\partial_xu_x+C_{11}\partial_yu_y,
\]
\[
\sigma_{xy}=C_{66}(\partial_yu_x+\partial_xu_y),\qquad C_{66}=\tfrac12(C_{11}-C_{12})=48.5\ \text{N/m}.
\]

With mass per area \(\rho\), and \(C_{12}+C_{66}=C_{11}-C_{66}\), Newton's law becomes

\[
\rho\,\ddot{\mathbf u}=C_{66}\nabla^2\mathbf u+(C_{11}-C_{66})\nabla(\nabla\!\cdot\mathbf u).
\]

For a curl-free field \(\nabla(\nabla\cdot\mathbf u)=\nabla^2\mathbf u\), so it travels with \(c_L=\sqrt{C_{11}/\rho}\). For a divergence-free field the last term vanishes, and the speed is \(c_T=\sqrt{C_{66}/\rho}\).

Now take a wave running along the edge,

\[
u_x=A(y)\cos\theta,\quad u_y=B(y)\sin\theta,\quad \theta=kx-\omega t,\quad c=\omega/k,
\]

and define

\[
\xi=\frac{c^2}{c_T^2},\qquad g=\frac{C_{66}}{C_{11}}=0.37308 .
\]

(The numerical output calls \(\xi\) "x".) For a decay \(e^{-kpy}\) the Laplacian gives \(k^2(p^2-1)\). The curl-free part therefore needs \(\rho c^2=C_{11}(1-p^2)\), and the divergence-free part, with decay \(e^{-kqy}\), needs \(\rho c^2=C_{66}(1-q^2)\):

\[
p=\sqrt{1-g\xi},\qquad q=\sqrt{1-\xi}.
\]

The amplitude ratios follow from the two constraints. Zero curl means \(kB=A'\), which gives \((A,B)\propto(1,-p)\). Zero divergence means \(B'=kA\), which gives \((A,B)\propto(q,-1)\). The decaying field is thus

\[
A=e^{-kpy}+bq\,e^{-kqy},\qquad B=-p\,e^{-kpy}-b\,e^{-kqy}.
\]

A bound wave needs \(\xi<1\). Otherwise the transverse part does not decay and must be dropped, and the longitudinal part alone cannot satisfy the shear condition below.

**The two edge conditions**

Zero shear traction at \(y=0\) requires \(A'+kB=0\):

\[
-k(p+bq^2)-k(p+b)=0\;\Rightarrow\; b=-\frac{2p}{1+q^2}=-\frac{2p}{2-\xi}.
\]

Zero normal traction requires \(C_{11}B'-C_{12}kA=0\). At the edge \(B'=k(p^2+bq)\) and \(A=1+bq\), so

\[
C_{11}p^2-C_{12}+bq(C_{11}-C_{12})=0 .
\]

Here \(C_{11}p^2=C_{11}-C_{66}\xi\) and \(C_{11}-C_{12}=2C_{66}\). The first two terms therefore combine to \(C_{66}(2-\xi)\). Dividing by \(C_{66}\) leaves \((2-\xi)+2bq=0\), and inserting \(b\) gives

\[
(2-\xi)^2=4pq=4\sqrt{1-\xi}\,\sqrt{1-g\xi}.
\]

**Choosing the root**

Squaring and expanding both sides,

\[
16-32\xi+24\xi^2-8\xi^3+\xi^4=16-16(1+g)\xi+16g\xi^2 .
\]

Collecting terms produces an overall factor \(\xi\). The root \(\xi=0\) is no wave: there \(p=q=1\) and \(b=-1\), and the two parts cancel everywhere. What remains is

\[
P(\xi)=\xi^3-8\xi^2+(24-16g)\xi-16(1-g)=0 .
\]

At the ends of the allowed interval \(P(0)=-16(1-g)<0\) and \(P(1)=1\). Between them \(P''=6\xi-16<0\), so the curve is concave. Once it has crossed zero it stays above the straight line from the crossing to \(P(1)=1\), and cannot cross again. There is one root in \(0<\xi<1\) for every \(0<g<1\), which is the range of a stable sheet (\(C_{66}>0\) and \(C_{11}+C_{12}>0\)).

Squaring could have introduced a root of \((2-\xi)^2=-4pq\). In this interval the left side is positive and the right side negative, so the root found is genuine.

For your constants the cubic is

\[
\xi^3-8\xi^2+18.03077\,\xi-10.03077=0 .
\]

At \(\xi=0.83\) the left side is \(-0.00464\) and its slope is 6.82. One Newton step adds 0.00068, so

\[
\xi=0.8307,\qquad \boxed{c_R=\sqrt{\xi}\;c_T=0.911\,c_T}.
\]

Your other two roots, 2.70 and 4.46, lie above 1 and do not describe bound waves.

As an independent check, I expanded \(A\) and \(B\) in 30 Laguerre functions each and diagonalized the elastic energy, without using the exponentials or the cubic. The free edge is then the natural boundary condition. The lowest level gave \(c_R/c_T=0.911417\), the same six digits as the cubic, and it was the one level below the transverse continuum.

**Why the solid formula gave 0.920**

Pull the sheet along \(x\) with its sides free. Then \(\sigma_{yy}=0\) gives a lateral contraction of \(C_{12}/C_{11}\) times the stretch. This is the sheet's Poisson ratio \(\nu\), and

\[
g_{\text{sheet}}=\frac{C_{11}-C_{12}}{2C_{11}}=\frac{1-\nu}{2}.
\]

A Rayleigh wave on a thick solid has no strain in the third direction. The same ratio of constants is then \(C_{12}/C_{11}=\nu_3/(1-\nu_3)\), where \(\nu_3\) is the solid's Poisson ratio, and

\[
g_{\text{solid}}=\frac{1-2\nu_3}{2(1-\nu_3)} .
\]

The wave equation and edge conditions are the same in both cases; only the translation into a Poisson ratio differs. To use the solid formula you would have to insert \(\nu_3=C_{12}/(C_{11}+C_{12})=33/163=0.202\), not 0.254.

**Other values of the constants**

The speed ratio depends on \(C_{12}/C_{11}\) alone. Three cases show how:

- For \(C_{12}=0\), \(g=\tfrac12\) and the cubic factors as \((\xi-2)(\xi^2-6\xi+4)\). The bound root is \(\xi=3-\sqrt5\), so \(c_R=0.874\,c_T\).
- For \(C_{12}\to C_{11}\), shear is much softer than compression and \(g\to0\). The cubic becomes \(\xi^3-8\xi^2+24\xi-16=0\), with \(c_R\to0.955\,c_T\).
- For \(C_{12}\to-C_{11}\), the resistance to uniform area change vanishes and \(g\to1\). To leading order \(8\xi=16(1-g)\), so \(\xi\to2(1-g)\) and the edge wave becomes very slow compared with \(c_T\).

Your sheet lies between the first two.

**What the wave looks like**

With \(\xi=0.8307\), the decay constants are \(p=0.8307\) and \(q=0.4115\). The agreement of \(p\) with \(\xi\) is accidental: for \(C_{12}=0\) they are 0.786 and 0.764. The edge conditions give \(bq=-(2-\xi)/2\), so at the edge

\[
A_0=1+bq=\frac{\xi}{2}=0.415,\qquad
B_0=-p-b=\frac{p\,\xi}{2-\xi}=0.590 .
\]

The edge moves 1.42 times as far across its own line as along it. At \(x=0\), \(u_x=A_0\cos\omega t\), while the outward displacement is \(-u_y=B_0\sin\omega t\). At the greatest outward displacement, \(\omega t=\pi/2\), the velocity along \(x\) is \(-\omega A_0\). The edge thus moves backward at its crest, and the ellipse is retrograde.

Deeper in, \(A\) changes sign where \(e^{-k(p-q)y}=(2-\xi)/2\), that is at

\[
ky_0=\frac{1}{p-q}\ln\frac{2}{2-\xi}=1.280 ,
\]

while \(B\) keeps its sign. Beyond this depth the ellipse is traversed the other way.

**Numbers for a flake like MoS₂**

Your constants are in the rough range of monolayer MoS₂. Its threefold symmetry makes linear in-plane elasticity isotropic: the elastic tensor has angular harmonics 0, 2 and 4, and of these only harmonic 0 survives a rotation by 120°. With a rough \(\rho=3.1\) mg/m²,

\[
c_T=\sqrt{\frac{48.5}{3.1\times10^{-6}}}\ \text{m/s}\approx4.0\ \text{km/s},\qquad
c_R=0.911\,c_T\approx3.6\ \text{km/s}.
\]

At a wavelength of 100 nm, \(k=0.0628\) nm⁻¹ and the frequency is \(c_R/(100\ \text{nm})=36\) GHz. The two parts decay over \(1/(kp)=19\) nm and \(1/(kq)=39\) nm, and the sense of rotation reverses 20 nm from the edge. The flake must be much wider than 39 nm, or the opposite edge takes part. The coupling falls roughly as \(e^{-kqW}\) with the width \(W\): still several per cent at 120 nm, and about half a per cent at 200 nm.

**How far to trust it**

The estimates below use rough inputs and give sizes, not corrections to be added up.

*Atomic spacing.* A chain with spacing \(a=0.32\) nm has its speed multiplied by \(\sin(ka/2)/(ka/2)\). Here that is a reduction of 0.0017 %, which is negligible.

*A different edge row.* Suppose a row of width \(w\) is added. It has mass \(\rho w\) per length and, since its outer side is free, stretching stiffness \(Yw\) with \(Y=C_{11}-C_{12}^2/C_{11}=121.6\) N/m. The squared frequency is a ratio of elastic to inertial terms and is stationary at the mode, so to first order the old mode shape may be kept:

\[
\frac{\delta c}{c}=\frac{kw}{2N}\left[\frac{Y}{\rho c^2}A_0^2-(A_0^2+B_0^2)\right],
\]
\[
N=k\!\int_0^\infty\!(A^2+B^2)\,dy=\frac{1+p^2}{2p}+\frac{b^2(1+q^2)}{2q}+2b=1.044 .
\]

The stiffness and mass terms are \(+0.2494\,kw\) and \(-0.2494\,kw\). They cancel, as they must: a row of the same material merely moves the edge, and the speed does not depend on where the edge is. What matters is how the real edge row differs from the sheet. A row 0.3 nm wide with the sheet's mass but no stiffness would lower the speed by 0.47 %.

*Piezoelectricity.* MoS₂ monolayers are piezoelectric. In the most strongly coupled direction, a bulk transverse wave with shear strain \(\gamma\) carries a polarization \(P=e\gamma\) along \(k\), and hence a sheet charge of amplitude \(kP\). The potential falls off as \(e^{-k|z|}\) on both sides, so the jump in field gives \(\varphi=kP/(2\varepsilon_0k)=P/(2\varepsilon_0)\). The electrostatic energy per area, half of charge times potential, is \(kP^2/(4\varepsilon_0)\) at the amplitude. Equating this to \(\tfrac12\Delta C\,\gamma^2\) gives

\[
\Delta C=\frac{e^2k}{2\varepsilon_0}=0.32\ \text{N/m}\quad\text{for } e=3\times10^{-10}\ \text{C/m}.
\]

This raises the bulk transverse speed by 0.33 %. I take it as the size for the edge wave too. Screening by the sheet or by free carriers is left out and would reduce it.

*Tension.* A free edge cannot support a pull across it, but the sheet may carry a uniform tension \(\tau\) along it. This adds \(\tau\,\partial_x^2\mathbf u\) to the equation of motion and leaves the edge tractions unchanged, so \(c_R^2\) rises by \(\tau/\rho\). For \(\tau=0.1\) N/m the speed rises by 0.12 %. The strain is 0.08 %. The accompanying change of the elastic constants is not included, and may be of similar size.

*Thermal ripples.* This is the largest of the five estimates. Ripples of height \(h\) store a hidden length \(\tfrac12\langle(\partial_xh)^2\rangle\), which tension pulls out. With bending stiffness \(\kappa\) and equipartition among harmonic ripples of wavevector \(\mathbf s\), the hidden strain is

\[
\epsilon_h=\frac{k_BT}{2}\int\!\frac{d^2s}{4\pi^2}\,\frac{s_x^2}{\kappa s^4+\tau s_x^2}.
\]

This integral grows logarithmically with its upper limit, which is set by the atomic spacing. Its derivative with respect to \(\tau\) converges, so there the limit can be taken to infinity. The extra compliance is \(-d\epsilon_h/d\tau\). Writing \(s_x=s\cos\phi\),

\[
-\frac{d\epsilon_h}{d\tau}=\frac{k_BT}{8\pi^2}\int_0^{2\pi}\!\!d\phi\int_0^\infty\!\!\frac{s\cos^4\!\phi\;ds}{(\kappa s^2+\tau\cos^2\!\phi)^2}
=\frac{k_BT}{8\pi^2}\int_0^{2\pi}\!\frac{\cos^2\!\phi}{2\kappa\tau}\,d\phi=\frac{k_BT}{16\pi\kappa\tau}.
\]

For \(\kappa=10\) eV, \(T=300\) K and \(\tau=0.1\) N/m, this is 6.3 % of the bare compliance \(1/Y\). If all moduli softened by the same factor, the speed would drop by 3.0 %.

They need not do so. For the compliance across the tension, \(\cos^4\!\phi\) in the first integral is replaced by \(\sin^4\!\phi\), and the result diverges at \(\phi=\pi/2\): long ripples running across the tension feel no pull from it. For the shear compliance, \(\cos^4\!\phi\) is replaced by \(4\sin^2\!\phi\cos^2\!\phi\). This gives \(k_BT/(4\pi\kappa\tau)\), which is 10 % of the bare \(1/C_{66}\). Each compliance counts by its share of the wave's elastic energy. Integrating the stresses of the mode over depth gives 0.20 for \(\sigma_{xx}^2/Y\) and 0.66 for \(\sigma_{xy}^2/C_{66}\). The softening along the tension alone therefore lowers the speed by about \(\tfrac12\times0.20\times6.3\,\%=0.6\,\%\), and the shear softening by about 3 %. The 3.0 % from a common factor is a rough size, not an upper bound.

All these results assume that the ripples follow the wave. Bending and tension balance at a ripple wavelength of 25 nm, where the ripple frequency is 10 GHz. The squared slope responds at about twice that, still below the 36 GHz of the wave. These ripples cannot adjust quasi-statically, and the long ones behind the divergence are slower still. Shorter ripples are fast enough to respond, and pairs whose frequencies add up to 36 GHz are resonant with the wave and damp it; that damping is not estimated here. I would expect a small net shift in speed, but that is a conjecture. The estimate also ignores the larger freedom of the sheet near its edge. It grows as \(1/\tau\) at fixed temperature and bending stiffness, so the harmonic treatment fails for a slack sheet.

If the slow ripples indeed fail to follow the wave, the other four estimates remain, each below half a per cent. If they do follow it, the softening in shear is worth about 3 % and that along the tension about 0.6 %, and the softening across the tension is not bounded here. For a taut, suspended flake with a clean edge I would therefore allow a few per cent in the absolute speed, as a judgement and not a bound. The uncertainty of \(C_{11}\), \(C_{12}\) and \(\rho\) themselves comes on top. A common softening of all moduli would cancel from the ratio 0.911, but ripples under a tension in one direction need not soften all moduli alike. A rough edge would scatter the wave, and a supporting substrate would change the equations of motion; neither is covered here.

## Numbers as computed

```
C11 = 130.0 N/m, C12 = 33.0 N/m
C66 = 48.50 N/m
2D Young modulus Y = 121.62 N/m
2D Poisson ratio C12/C11 = 0.2538
g = C66/C11 = 0.37308
cubic: coefficient of x = 18.03077
cubic: constant term = -10.03077
bound root x = 0.83068
other roots = 2.7046, 4.4647
cR/cT from the cubic = 0.911417
cR/cT from Ritz diagonalization = 0.911417
Ritz levels below the transverse continuum = 1
cR/cT if C12/C11 is put in the 3D formula = 0.9200
decay constants p = 0.8307, q = 0.4115 (units of k)
mixing b = -1.4209
edge amplitudes A = 0.4153, B = 0.5901
axis ratio B/A at the edge = 1.4209
norm N = 1.0440
reversal depth times k = 1.2803
reversal depth times k from Ritz = 1.2803
mass per area = 3.10 mg/m^2
wavelength = 100 nm
wavenumber k = 0.06283 1/nm
cL = 6476 m/s
cT = 3955 m/s
cR = 3605 m/s
frequency = 36.05 GHz
decay length 1/(kp) = 19.16 nm
decay length 1/(kq) = 38.68 nm
reversal depth = 20.38 nm
row mass: speed shift per kw = -0.2494
row stiffness: speed shift per kw = 0.2494
same from Ritz = -0.2494, 0.2494
lattice spacing = 0.32 nm
lattice dispersion: speed shift = -0.0017 %
edge row width = 0.30 nm
edge row, mass only: speed shift = -0.470 %
piezoelectric constant = 3.0e-10 C/m
piezoelectric added modulus = 0.319 N/m
piezoelectric speed shift = 0.329 %
tension along the edge = 0.10 N/m
strain from the tension = 0.082 %
tension: speed shift = 0.124 %
bending stiffness = 10.0 eV
temperature = 300 K
ripple compliance times Y = 0.0626
ripples, quasi-static: speed shift = -2.99 %
ripple crossover wavelength = 25.1 nm
flexural frequency there = 10.10 GHz
```
